A neutralizing background does not make charged supercell energies size-independent

The equilibrium concentration of a charged vacancy in a doped semiconductor varies as exp(−F/k_BT), where F is its formation energy. At k_BT = 0.1 eV, an error of 1.1 eV in F changes the concentration by a factor exp(11) ≈ 6 × 10⁴. F is often computed by repeating the defect periodically in a cell of side L. Each cell then carries a charge q, the Coulomb energy of the array diverges, and a uniform background of charge −q is added. The energy becomes finite. Is it then the energy of one isolated defect, apart from effects that have died out in a cell of ordinary size?

**A counter-example**

Take a simple cubic host with lattice constant b = 4 Å. Each atom is neutral and spherical, with a Gaussian core of charge +8 and width 0.3 Å, a Gaussian cloud of charge −8 and width 0.5 Å, and a point polarizability a = 7.64 Å³. A Gaussian of width s has density proportional to exp(−r²/2s²). The defect is a missing atom with a Gaussian charge q = +2 of width σ = 0.4 Å at its site. The atoms do not move. These are round model parameters, not those of a particular material. With v = b³ = 64 Å³ and

x = 4πa/(3v) = 0.5,

the Clausius–Mossotti relation, derived below, gives

ε = (1 + 2x)/(1 − x) = 2/0.5 = 4.

The average electrostatic potential of every cell is set to zero. The energy studied is

F(L) = E(defect cell) − E(bulk cell) + E(atom) − E(self) − qV_b.

Here E(atom) is the electrostatic self-energy of the removed atom and E(self) that of the isolated Gaussian charge. V_b is the bulk potential between the atoms. The last term arises because q electrons, each of charge −1, have gone to a reservoir whose level is tied to the bulk potential. Chemical bonding and the band energy of the reservoir are left out.

The isolated limit, extrapolated from a series of cells, is F(∞) = −7.94 eV. A calculation without periodicity supports it. One charge surrounded by a finite sphere of 924 polarizable atoms has energy −7.06 eV. Filling the space outside its radius R = 24.18 Å with dielectric lowers the outer field energy from q²/(2R) to q²/(2εR), a change of −0.89 eV. The sum is −7.95 eV.

The errors relative to F(∞), in eV, are:

L = 8 Å: raw −1.71; image-corrected 0.84; also aligned 0.28
L = 12 Å: raw −1.29; image-corrected 0.41; also aligned 0.25
L = 16 Å: raw −1.10; image-corrected 0.18; also aligned 0.11
L = 24 Å: raw −0.81; image-corrected 0.04; also aligned 0.02

Every cell has its background, yet the raw energy is still 0.81 eV too low at 24 Å. Comparing successive cells hides this: from 16 to 24 Å the raw energy changes by 0.29 eV, about a third of the error that remains.

**The correct statement**

In atomic units, for a localized charge in an insulating, cubic, linearly responding host,

F(L) = F(∞) − αq²/(2εL) + qΔV + O(L⁻³),

where α = 2.8373 is the Madelung number of the simple cubic lattice. ΔV is the far potential of the defect cell with the host dipoles frozen at zero, minus the bulk potential, minus the potential of periodic point charges q. It varies as L⁻³. The last term comes from the response of the host. It has the same order as qΔV, so alignment removes one part of the L⁻³ error, not all of it. In the model the charge is narrow and does not overlap the polarizable sites, so the response term does not depend on σ. A charge that spreads over those sites has its size term largely screened, and subtracting the frozen qΔV can then enlarge the error: for σ = 4 Å in the same host the L⁻³ coefficient goes from about +2300 to −3700 eV Å³. The proof below is for the model host.

**What the background removes**

For a charge density with Fourier components ρ(G), the energy per cell is the sum of 2π|ρ(G)|²/(L³G²). As G → 0 the term tends to 2πq²/(L³G²) and diverges. The background cancels the charge at G = 0, and this term is dropped. The terms with G ≠ 0 remain, and they contain the interaction between images.

Near a unit point charge the periodic potential φ satisfies

∇²φ = −4π[δ(r) − 1/L³].

Besides 1/r it therefore contains a constant, called −α/L, and a term cr² with 6c = 4π/L³:

φ = 1/r − α/L + 2πr²/(3L³) + cubic harmonics.

For a Gaussian charge, put r − r′ in place of r and average over both positions. The mean of |r − r′|² is 3σ² + 3σ² = 6σ². The cubic harmonics average to zero because the distribution of r − r′ is spherical. Without a host, the energy beyond the isolated self-energy is

½q²[−α/L + (2π/3L³)(6σ²)] = −αq²/(2L) + 2πq²σ²/L³.

The first term is the energy of point charges with their images and the background.

**Why the zero of potential matters**

Let a neutral, cubic-symmetric charge density have second moment M = ∫ρr²d³r. At small k, ρ(k) = −k²M/6, so the integral of its potential over all space is

lim 4πρ(k)/k² = −2πM/3.

Repeating it in cells of volume Ω and adding the potentials outward thus gives the average −2πM/(3Ω). Setting the average to zero adds +2πM/(3Ω) everywhere.

Apply this to a unit point charge with its cube of background. The charge sits at the origin and contributes nothing to M. The background gives M = −3(L²/12) = −L²/4, so the outward sum has average +π/(6L). The potential at a charge, without its own 1/r, is then (−α + π/6)/L = −2.3137/L, not −α/L. Direct summation over 61 cells per side gives −2.3137/L; without the background the sum has reached 8854/L and is still growing. Both conventions give the same energy for the neutral total of charge and background, since a constant potential does not act on it. They give different energies for electrons moved to a reservoir, so the reservoir level must be tied to the same zero.

**The alignment term**

A host atom has second moment

Q = 3 × 8 × (0.3² − 0.5²) = −3.84 e Å².

Outside the atoms the outward sum of their potentials is zero, so in the zero-average convention the bulk potential there is V_b = 2πQ/(3v) = −1.81 V. The defect cell has N³ − 1 atoms, where N = L/b. Since N³v = L³, its host potential between the atoms is

2πQ(N³ − 1)/(3L³) = V_b − 2πQ/(3L³).

The same potential acts at the vacant site. The charge q therefore has energy q times this value, and subtracting qV_b leaves −2πqQ/(3L³). The host–host energy changes by the removed atom's self-energy alone, apart from small overlaps, because neutral spheres do not interact. With the result for the Gaussian charge, the frozen host gives

F_frozen = −αq²/(2L) + 2πq²σ²/L³ − 2πqQ/(3L³).

Now take the far potential. Outside itself, the Gaussian charge acts as a point charge, but its second moment 3qσ² raises the zero-average potential by 2πqσ²/L³. The missing atom changes it by −2πQ/(3L³). Hence

ΔV = 2πqσ²/L³ − 2πQ/(3L³),

and qΔV equals the whole L⁻³ energy of the frozen host. Complete frozen cells, with energies and far potentials summed separately, agree with these formulas. The largest energy deviation is 2 × 10⁻⁵ eV.

**Screening**

Now let the dipoles respond. The vacant site may be given a polarizability too: cubic symmetry makes the field there zero, so its dipole is zero and the energy is unchanged. Every lattice site can then be treated alike. Let e(k) be the lattice Fourier sum of the field of the charge q at the atomic sites, and T(k) that of the dipole–dipole field. The energy

U = (1/N³) Σ [ |p|²/(2a) − ½p*·T·p − Re(p*·e) ]

is stationary when p = (1/a − T)⁻¹e. Substitution gives

U = −(1/2N³) Σ e*·(1/a − T)⁻¹·e,

summed over the N³ − 1 nonzero wavevectors of the supercell. At k = 0 the field vanishes by symmetry.

At small k, e = −4πiqk/(vk²). A longitudinal polarization P = p/v produces the macroscopic field −4πP. At a cubic site the Lorentz field 4πP/3 is added, so T = −8π/(3v). Each term of the sum, with its factor −½, becomes

−½ (16π²q²/(v²k²)) a/(1 + 8πa/(3v)) = −(2πq²/(vk²)) · 3x/(1 + 2x).

To identify ε, use p = a(E + 4πP/3). It gives 4πP = 3xE/(1 − x), hence ε = 1 + 3x/(1 − x) = (1 + 2x)/(1 − x). Therefore 3x/(1 + 2x) = 1 − 1/ε.

Compare this with B(k), the sum of exp(−ik·R)/R over lattice vectors R ≠ 0, which tends to 4π/(vk²) plus a constant. Its average over the zone is zero, since R = 0 is absent. Its average over the supercell wavevectors keeps only the R that join images, and with the background it equals −α/L. Omitting k = 0 changes this by O(L⁻³). The singular part of the dipole energy is −½q²(1 − 1/ε)B(k), so

U(L) − U(∞) = +αq²(1 − 1/ε)/(2L) + O(L⁻³).

Adding the bare −αq²/(2L) leaves −αq²/(2εL).

What remains after subtracting the singular part is bounded, but its limit at k → 0 depends on direction. The missing k = 0 point contributes at order 1/N³. The directional part corresponds in real space to an interaction falling as R⁻³, whose sum over images is also of order L⁻³. This completes the proof.

For the model, αq²/(2ε) is 20.43 eV Å. A fit to cells of 24 to 48 Å gives 20.47 eV Å, a difference of 0.2%.

**Reading the corrected energies**

At L = 16 Å the raw energy is −9.038 eV. The image correction adds 20.43/16 = 1.277 eV and gives −7.761 eV. Subtracting qΔV = 2 × 0.0353 = 0.071 eV gives −7.832 eV, which is 0.11 eV above the isolated limit.

This remainder does not yet follow L⁻³. Multiplied by L³, the last errors in the list are about 140, 420, 430 and 230 eV Å³, while the fit assigns −51 eV Å³ to the L⁻³ term. Higher powers are still important, and the fitted coefficient is not converged. Cells of 96 to 192 Å, with the 1/L coefficient held at its exact value, give −44 eV Å³ and F(∞) = −7.939 eV, which moves the last product to about 240. The product turns negative only between 48 and 64 Å. Extrapolating the aligned energies at 16 and 24 Å with an assumed L⁻³ law gives −7.96 eV, no closer to −7.94 eV than the 24 Å value itself.

The offset here was read with frozen dipoles. If they respond, the far potential also contains an offset from the induced dipoles. The response energy is ½q times the induced potential at the defect, not at the far point, so multiplying this part of the offset by q, or by q/2, does not give the energy correction.

**Limits and failures**

The image error scales as q², so it cancels between charges +q and −q but not between neighbouring charge states. The level at which q and q + 1 exchange stability contains the difference of two energies, and its image error has magnitude α|2q + 1|/(2εL). As ε grows the image term shrinks, while the frozen offset does not depend on ε, because a uniform potential induces no dipoles. The response term does change with ε. The model cannot reach very large ε, since the simple cubic dipole lattice becomes unstable at x ≈ 0.78, where ε ≈ 12.

The formula requires a charge confined well inside the cell. If the charge spreads into band states, there is no localized q to correct. In an anisotropic host the single ε must be replaced by the dielectric tensor in the image sum.

A slab fails more severely. Take a thin sheet with charge q per area A, repeated at spacing H in vacuum. Its field falls linearly from 2πq/A at the sheet to zero halfway to the next. The field energy per cell is

2 (A/8π)(2πq/A)² ∫₀^{H/2} (1 − 2z/H)² dz = (πq²/A)(H/6) = πq²H/(6A).

It grows with the vacuum thickness. The background has made the energy finite for each H, but there is no limit to which a thicker vacuum converges.

Apart from those for cells beyond 48 Å, for the wider charge and for the stability limit, the values quoted for the model are in the numerical output below or follow from it by simple arithmetic.

Values computed for the example and the checks

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
lattice constant: 4.0 angstrom; defect charge: +2 e
core/cloud charge: +/-8 e
widths core, cloud, defect: 0.3, 0.5, 0.4 angstrom
polarizability: 7.6394 angstrom^3
dielectric constant: 4.0000
Madelung number alpha: 2.837297
outward sums (cells per side, bare sum, with background), units 1/L:
   21     1047.30    -2.31376
   41     3998.60    -2.31371
   61     8853.95    -2.31371
  -alpha + pi/6 = -2.31370
second moment of a host atom: -3.840 e angstrom^2
bulk interstitial potential: -1.8095 V
largest frozen-cell deviation from formula: 2.1e-05 eV
fitted 1/L coefficient: -20.4685 eV angstrom
-alpha q^2/(2 eps): -20.4280 eV angstrom
response 1/L^3 coefficient: -51.45 eV angstrom^3
held-out cell (20 angstrom), fit minus direct: 4.2e-03 eV
isolated limit from supercells: -7.9380 eV
finite sphere: 924 atoms, radius 24.177 angstrom
  sphere energy: -7.0571 eV; Born energy: -0.8934 eV
  isolated limit from sphere: -7.9505 eV
L (angstrom), raw, image-corrected, also aligned (eV), dV (V):
    8.0   -9.6485   -7.0950   -7.6605  0.28274
   12.0   -9.2270   -7.5246   -7.6922  0.08377
   16.0   -9.0381   -7.7614   -7.8321  0.03534
   24.0   -8.7516   -7.9005   -7.9214  0.01047
same energies minus the isolated limit (eV):
    8.0   -1.7105    0.8430    0.2775
   12.0   -1.2889    0.4134    0.2458
   16.0   -1.1001    0.1767    0.1060
   24.0   -0.8136    0.0376    0.0166
```
